# Field-enhanced donor diffusion with degenerate electrons, and the bound h > 2

When a heavily donor-doped semiconductor is annealed, the donors spread from high to low density and their electrons tend to run ahead. The slight charge separation creates a field that holds the electrons back and pushes the positive donors down their own gradient. For dilute electrons in a locally neutral profile this drift can at most double the donor flux. At source and drain doping levels the electrons are degenerate, and the question is what replaces the factor two.

Let $N(x)$ be the density of donors, all singly ionized, $\psi$ the electrostatic potential, $q>0$ the elementary charge, and a prime on a function of position its derivative in $x$. If the donors are ideal particles with diffusivity $D$, the Einstein relation gives them a mobility $qD/k_BT$. Adding diffusion to drift in the field $-\psi'$ gives

$$J=-DN'-\frac{qD}{k_BT}N\psi'=-D\left(N'+N\frac{q\psi'}{k_BT}\right).$$

Electrons move much faster than donors, so they are taken to be in equilibrium, with a constant Fermi level $E_F$. In a rigid band the edge follows the potential, $E_c=\text{const}-q\psi$. The reduced Fermi level $\eta=(E_F-E_c)/k_BT$ therefore obeys $\eta'=q\psi'/k_BT$, and

$$J=-D\,(N'+N\eta')=-hDN',\qquad h=1+\frac{N\eta'}{N'}. \tag{1}$$

This defines the field-enhancement factor $h$. It remains to relate $\eta'$ to $N'$.

For a parabolic band with effective density of states $N_c$, the electron density is $n=N_cF_{1/2}(\eta)$, where, with $y$ the energy above the band edge in units of $k_BT$,

$$F_{1/2}=\frac{2}{\sqrt\pi}\int_0^\infty\!\sqrt y\,f\,dy,\quad F_{-1/2}=\frac1{\sqrt\pi}\int_0^\infty\!\frac{f}{\sqrt y}\,dy,\quad f=\frac1{1+e^{y-\eta}}.$$

With this normalization both integrals approach $e^\eta$ at low filling. Since $f$ depends on $y-\eta$, $\partial f/\partial\eta=-\partial f/\partial y$. Integrating by parts, with vanishing boundary terms, gives

$$\frac{dF_{1/2}}{d\eta}=-\frac2{\sqrt\pi}\int_0^\infty\!\sqrt y\,\frac{\partial f}{\partial y}\,dy=\frac1{\sqrt\pi}\int_0^\infty\!\frac f{\sqrt y}\,dy=F_{-1/2}.$$

Now assume local neutrality and negligible holes, so that $n=N$. Then $N'=N_cF_{-1/2}\eta'$, and (1) becomes

$$h=1+\frac{N}{N_cF_{-1/2}}=1+r,\qquad r=\frac{F_{1/2}(\eta)}{F_{-1/2}(\eta)}. \tag{2}$$

The ratio $r=d\eta/d\ln n$ measures how far the Fermi level must move for a given fractional change of density. Pauli exclusion makes this distance larger than for a classical gas. To prove it, differentiate the Fermi function directly: $\partial f/\partial\eta=f(1-f)$. Hence

$$F_{1/2}-F_{-1/2}=\frac2{\sqrt\pi}\int_0^\infty\!\sqrt y\,[f-f(1-f)]\,dy=\frac2{\sqrt\pi}\int_0^\infty\!\sqrt y\,f^2\,dy>0. \tag{3}$$

So $r>1$ and $h>2$ at every finite $\eta$. Dividing (3) by $F_{1/2}$ gives $1/r=1-\langle f\rangle$, where $\langle f\rangle$ is the occupation averaged over the electrons present. The argument works for any rigid density of states $g(y)$ in place of $\sqrt y$, because $dn/d\eta$ then contains $gf(1-f)$ and $n$ contains $gf$. The parabolic band fixes the form of (2), but the inequality does not depend on it.

The factor also grows steadily with filling. From the definitions, $1/r=\langle 1/(2y)\rangle$, an average with weight $\sqrt y f$. Raising $\eta$ changes this weight at the rate $\sqrt y f(1-f)$, so differentiating the normalized average gives

$$\frac{d}{d\eta}\frac1r=\left\langle\frac{1-f}{2y}\right\rangle-\left\langle\frac1{2y}\right\rangle\langle1-f\rangle.$$

This is a covariance. It equals half the average, over two independently drawn energies, of the product of the differences in $1/(2y)$ and in $1-f$. The first function falls with energy and the second rises, so the product is negative. Thus $1/r$ falls and $h$ rises.

At low filling, put $z=e^\eta$ and $u=n/N_c$. Expanding $f=ze^{-y}-z^2e^{-2y}+z^3e^{-3y}-\dots$ and integrating gives $u=z-az^2+bz^3-\dots$, with $a=2^{-3/2}$ and $b=3^{-3/2}=\sqrt3/9$. Inversion gives $z=u+au^2+(2a^2-b)u^3+\dots$, and the logarithm is

$$\eta=\ln u+au+\left(\tfrac32a^2-b\right)u^2+\dots$$

Since $r=u\,d\eta/du$ and $a^2=1/8$,

$$h=2+\frac{u}{\sqrt8}-2\left(\frac{\sqrt3}{9}-\frac3{16}\right)u^2+\dots \tag{4}$$

Two is therefore the dilute limit, approached from above. In the opposite limit, the Sommerfeld expansion $\int_0^\infty g f\,dy\simeq\int_0^\eta g\,dy+(\pi^2/6)g'(\eta)$, where $g'=dg/dy$, gives with $g=\sqrt y$

$$F_{1/2}\simeq\frac{4\eta^{3/2}}{3\sqrt\pi}\left(1+\frac{\pi^2}{8\eta^2}\right),\qquad F_{-1/2}\simeq\frac{2\eta^{1/2}}{\sqrt\pi}\left(1-\frac{\pi^2}{24\eta^2}\right),$$

the second by differentiating the first. Their ratio yields

$$h\simeq1+\frac{2\eta}3\left(1+\frac{\pi^2}{6\eta^2}\right),$$

which grows without bound in this model.

Substitutional donors move with the help of point defects, and the mobile donor–defect pair may carry a different charge. This does not alter $h$. Let a donor D$^+$, a neutral defect X and $1-c$ electrons form a pair of charge $c$ (for $c>1$, electrons are released). If the reaction is in equilibrium and the neutral defects have uniform density, mass action gives $C_c=A_cNe^{(1-c)\eta}$, with constant $A_c$. For pair diffusivity $d_c$ the flux is

$$-d_c(C_c'+cC_c\eta')=-d_cA_ce^{(1-c)\eta}\left[N'+(1-c)N\eta'+cN\eta'\right].$$

The bracket is $N'+N\eta'$ for every $c$. Summing over charge states gives (1) with $D(\eta)=\sum_c d_cA_ce^{(1-c)\eta}$, provided the pairs are too few to affect neutrality. Degeneracy then enters twice: through $h$, and through $D$, where the electron activity $e^\eta$ replaces the dilute-gas value $n/N_c$.

The bound needs a further condition, because an annealing temperature also creates holes. Let their density be $p=n_i^2e^{-\eta}/N_c$, with nondegenerate holes and $n_i^2=N_cN_ve^{-E_g/k_BT}$, where $N_v$ is the valence-band density of states and $E_g$ the gap. Neutrality is now $n-p=N$. Since $dp/d\eta=-p$, differentiation gives $N'=(N_cF_{-1/2}+p)\eta'$, and

$$h=1+\frac{n-p}{N_cF_{-1/2}+p}. \tag{5}$$

Holes help to screen the field, so they weaken it. For dilute electrons $N_cF_{-1/2}=n$ and $np=n_i^2$, hence $n+p=\sqrt{(n-p)^2+4np}$ and $h=1+N/\sqrt{N^2+4n_i^2}<2$. With degeneracy included, $h>2$ requires

$$n-N_cF_{-1/2}>2p.$$

By (3) the left side rises with $\eta$, while $p$ falls, so there is one crossing. At low filling the left side is $n^2/(\sqrt8N_c)$ to leading order, and $p\simeq n_i^2/n$. The crossing is then near

$$n_*\simeq\left(4\sqrt2\,N_cn_i^2\right)^{1/3}. \tag{6}$$

For numbers, take silicon at 1000 °C, where $k_BT=0.1097$ eV, with rough values: density-of-states masses of 1.1 free-electron masses for both bands, a gap of 0.75 eV and a relative permittivity of 11.7. These give $N_c=2.53\times10^{20}$ cm$^{-3}$ and $n_i=8.30\times10^{18}$ cm$^{-3}$. Let the donor density fall along a half cosine from $5\times10^{20}$ to $1\times10^{20}$ cm$^{-3}$ over 40 nm. At the midpoint $N=3\times10^{20}$ cm$^{-3}$ and $u=1.185$, which requires $\eta=0.582$. Then

$$h=1+\frac{1.1853}{0.8431}=2.406.$$

The mean occupation is $1-0.8431/1.1853=0.29$, so exclusion is already appreciable although the Fermi level lies just $0.58\,k_BT$ above the band edge. Series (4) gives $2+0.419-0.014=2.405$. Holes lower $h$ from 2.406 to 2.404.

The slope at the midpoint is $\pi(4\times10^{20}\ \text{cm}^{-3})/(2\times40\ \text{nm})=1.571\times10^{26}$ cm$^{-4}$ in magnitude. From $|\eta'|=r|N'|/N$, the field is

$$\frac{k_BT}{q}\,\frac{r|N'|}{N}=0.1097\ \text{V}\times1.406\times\frac{1.571\times10^{26}}{3\times10^{20}}\ \text{cm}^{-1}=0.081\ \text{MV/cm}.$$

With a chosen $D=10^{-14}$ cm$^2$/s, the donor flux is $2.406\times10^{-14}\times1.571\times10^{26}=3.8\times10^{12}$ cm$^{-2}$ s$^{-1}$. Holding $D$ fixed isolates the field effect: the flux is 20% above that for $h=2$. If the dominant pair is neutral, however, $D\propto e^\eta$, and the activity $e^\eta$ is 1.51 times $n/N_c$. For these numbers degeneracy then changes $D$ more than it changes $h$.

At lower doping the holes decide the outcome. For $N=10^{19}$ cm$^{-3}$, (2) would give 2.014, but (5) gives 1.53. At $5\times10^{19}$ cm$^{-3}$ the values are 2.07 and 2.02. Estimate (6) places the crossing at $n=4.62\times10^{19}$ cm$^{-3}$, and the numerical root agrees to these digits. Subtracting the holes gives a donor density of $4.5\times10^{19}$ cm$^{-3}$, about five times $n_i$.

Neutrality can be judged from Poisson's equation. With $\epsilon_s$ the permittivity and $\psi''=k_BT\eta''/q$, it reads

$$n-p=N+\frac{\epsilon_sk_BT}{q^2}\eta''.$$

The last term was dropped above. Its derivative, compared with $N_cF_{-1/2}\eta'$, is of relative size $(\ell/L)^2$, where $L$ is the length over which the profile varies and $\ell^2=\epsilon_sk_BT/(q^2N_cF_{-1/2})$ defines the electron screening length. At the midpoint $\ell=0.58$ nm and $L=N/|N'|=19$ nm, so the ratio there is about $10^{-3}$; it is more than ten times larger near the low-density end, where $N'$ vanishes but the curvature does not, so that $N/|N'|$ no longer measures the length of variation. Solving Poisson's equation for the same donor profile and evaluating (1) gives 2.4039 at the midpoint, against 2.4043 from (5). Over the central 40% of the profile the largest difference in $h$ is 0.0051. Doubling the width at the same end densities reduces it to 0.0012, close to the expected factor of four. Near the low-density end local neutrality is less accurate: at the original width the error in $h$ reaches about 0.04.

The assumption of ideal particles is much less secure. Let $\mu_i$ and $\mu_e$ be the chemical potentials of ions and electrons without the electrostatic energy. Electron equilibrium requires $\mu_e-q\psi$ to be constant, so $q\psi'=\mu_e'$. The force on an ion is then $-(\mu_i'+q\psi')=-(\mu_i+\mu_e)'$, and

$$J=-\frac{DN}{k_BT}(\mu_i+\mu_e)',\qquad h=\frac{N}{k_BT}\frac{d(\mu_i+\mu_e)}{dN}.$$

The ideal potentials return (2). An interaction free energy per volume $\mathcal F(N)$ of the neutral mixture adds $d\mathcal F/dN$ to $\mu_i+\mu_e$, and hence

$$\delta h=\frac{N}{k_BT}\frac{d^2\mathcal F}{dN^2}. \tag{7}$$

Electron exchange can be worked out in closed form at first order in the Coulomb interaction. Write $B=q^2/(4\pi\epsilon_s)$, and let $G$ be the number of spin and valley states, here 12 for six valleys treated as isotropic. The thermal wavelength of one valley, $\lambda$, satisfies $N_c=G/\lambda^3$. The one-particle density matrix of each state, $\rho(R)$, gives the exchange energy $\mathcal F_x=-(G/2)\int(B/R)\rho^2d^3R$. With $k$ the wave number, $y=k^2/k_0^2$ and $k_0=2\sqrt\pi/\lambda$, define $c(R)=\int_0^\infty f\cos(kR)\,dk$. The angular integral in the Fourier transform of $f$ gives

$$\rho=\frac1{2\pi^2R}\int_0^\infty\!kf\sin(kR)\,dk=-\frac{1}{2\pi^2R}\frac{dc}{dR}.$$

Using $\partial f/\partial\eta=-(k_0^2/2k)\,\partial f/\partial k$ and one integration by parts gives $\partial\rho/\partial\eta=k_0^2c/(4\pi^2)$. Therefore

$$\frac{d\mathcal F_x}{d\eta}=-4\pi GB\!\int_0^\infty\!R\,\rho\,\frac{\partial\rho}{\partial\eta}\,dR=\frac{GBk_0^2}{2\pi^3}\int_0^\infty\!c\,\frac{dc}{dR}\,dR=-\frac{GBk_0^2}{4\pi^3}c(0)^2.$$

Since $c(0)=k_0\sqrt\pi F_{-1/2}/2$, the right side equals $-N_c(B/\lambda)F_{-1/2}^2$. Division by $dn/d\eta=N_cF_{-1/2}$ gives the exchange potential $\mu_x=-(B/\lambda)F_{-1/2}$. It is $-0.029$ eV at the midpoint, where $\lambda=3.6$ nm. Its density derivative in (7) changes $h$ by $-0.19$, nearly half the ideal excess of 0.41.

The ions also polarize the electrons and avoid one another. In linear screening, the bare interaction at wave number $Q$ is $v=4\pi B/Q^2$, and the electrons reduce it to $v/\kappa$, with $\kappa=1+v\Pi$. Here $\Pi(Q)$ is the static density response of free electrons at this temperature, $\sum_{\mathbf k}(f_{\mathbf k}-f_{\mathbf k+\mathbf Q})/(E_{\mathbf k+\mathbf Q}-E_{\mathbf k})$ per volume, summed over spin and valleys. The energy of an ion in the potential it induces carries a factor one half, so polarization contributes

$$\mathcal F_p=-\frac N2\int\!\frac{d^3Q}{(2\pi)^3}\,v\left(1-\frac1\kappa\right).$$

For ion correlation, treat the density fluctuations as Gaussian. The interaction multiplies the quadratic weight of each mode by $1+s$, with $s=Nv/(\kappa k_BT)$. The Gaussian integral gives a free energy $(k_BT/2)\ln(1+s)$ per mode, and removing each ion's interaction with itself subtracts $k_BTs/2$:

$$\mathcal F_c=\frac{k_BT}{2}\int\!\frac{d^3Q}{(2\pi)^3}\,[\ln(1+s)-s].$$

Inserted in (7), these two terms change $h$ by about $-0.22$ and $-0.35$. With exchange the sum is $-0.76$, larger than the excess it should correct. It cannot simply be subtracted. For two ions one mean spacing apart, with the spacing defined as the radius of the sphere holding one ion, the bare Coulomb energy is $1.2\,k_BT$ and the screened one about $0.3\,k_BT$. At closer approach the screened repulsion exceeds $k_BT$, and the Gaussian treatment then overstates the correlation. A nonlinear (hypernetted-chain) treatment of the same screened potential reduces the ion-correlation term from $-0.35$ to about $-0.13$ and the sum to about $-0.5$, still larger than the excess. The polarization term rests on linear electron response, whose accuracy here is not tested. Electron correlation beyond exchange is also missing. Taken at face value, the estimate makes interactions as important as degeneracy. Its size is not reliable, so it does not show that $h<2$, but it leaves $h>2$ unestablished for the real material.

The example resembles an arsenic-doped silicon source or drain during a high-temperature anneal. The densities and the profile width are of the right order, although the upper end of the profile exceeds the roughly $3\times10^{20}$ cm$^{-3}$ of arsenic usually found electrically active in equilibrium at this temperature. The band parameters are rough and the constant $D$ is a simplification. A nonparabolic band with density of states proportional to $\sqrt{E(1+\alpha E)}\,(1+2\alpha E)$, where $E$ is the energy above the band edge and $\alpha=0.5$ eV$^{-1}$ a rough value, lowers $h$ from 2.41 to 2.29 at the same density and band-edge mass. Real layers may also hold part of their arsenic in inactive clusters. The density in (2) is that of the ionized donors: if it were $10^{20}$ instead of $3\times10^{20}$ cm$^{-3}$, $h$ would be 2.14 before the other corrections. Clustering kinetics and point defects out of equilibrium can change the flux further and are not estimated here. For a process model, (5) is the consistent factor when ideal Fermi–Dirac electrons in a parabolic band, nondegenerate holes and local neutrality are assumed. Only the product $hD$ enters the flux, however. A constant fitted $D$ can hide an error in $h$ that is nearly uniform over the profile, and a $D$ fitted freely as a function of density can also hide one that varies with density. The numerical output lists the main values used here.

## Calculated quantities

```
Input temperature: 1000 C
Input electron and hole masses: 1.1, 1.1 m0
Input gap: 0.75 eV; relative permittivity: 11.7
Input valleys: 6; diffusivity: 1.0e-14 cm2/s
Input profile: 5.0e+20 to 1.0e+20 cm^-3 in 40 nm
Thermal energy kT: 0.10971 eV
Effective density Nc: 2.5310e+20 cm^-3
Intrinsic density ni: 8.296e+18 cm^-3
Midpoint donor density: 3.00e+20 cm^-3
Midpoint filling n/Nc: 1.1853
Midpoint eta: 0.5823
Midpoint F_1/2 and F_-1/2: 1.1853, 0.8431
Ideal h without holes: 2.4059; excess over 2: 0.4059
Ideal h with holes: 2.4043
Activity factor exp(eta)/(n/Nc): 1.5104
Midpoint donor slope magnitude: 1.5708e+26 cm^-4
Built-in field magnitude: 0.0808 MV/cm
Donor flux magnitude: 3.779e+12 cm^-2 s^-1
Donor density (cm^-3), h without holes, h with holes:
  1.0e+19  2.0140  1.5281
  2.0e+19  2.0279  1.7965
  5.0e+19  2.0695  2.0184
  1.0e+20  2.1382  2.1247
  3.0e+20  2.4059  2.4043
  5.0e+20  2.6630  2.6624
Electron density where h=2: 4.623e+19 cm^-3
Cube-root estimate of it: 4.619e+19 cm^-3
Donor density where h=2: 4.484e+19 cm^-3
Electron screening length: 0.577 nm
Poisson h at midpoint, with holes: 2.4039
Largest neutrality error in h, central 40 %: 0.00513
Same error for doubled profile width: 0.00124
Nonparabolicity input: 0.5 eV^-1; resulting h: 2.2893
Thermal wavelength of one valley: 3.619 nm
Exchange potential: -0.0287 eV
Change of h from exchange: -0.188
Change of h from ion polarization, rough: -0.22
Change of h from ion correlation, rough: -0.35
Sum of these interaction changes, rough: -0.76
Bare ion coupling energy / kT: 1.21
```
